# Interband absorption threshold of bcc alkali metals in the weak-lattice limit: verification in Python

```python
"""Interband threshold of a monovalent bcc metal in the weak-lattice limit.

Result under test: threshold / E_F = g**2 - 2*g, with g = G/kF,
G = shortest reciprocal vector, kF = Fermi wave number, E_F = Fermi energy.
Reduced units: wave numbers in 2*pi/a (a = cubic edge), energies in
(hbar**2/2m)*(2*pi/a)**2, so a free electron has energy k**2.
u = Fourier component of the lattice potential on all twelve {110} vectors.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# Derived formula
kf = (6 * np.pi**2) ** (1 / 3) / (2 * np.pi)
G_short = np.sqrt(2.0)
g = G_short / kf
ratio = g**2 - 2 * g
ef_free = kf**2
threshold_free = ratio * ef_free

# Reciprocal lattice of bcc: integer triples with even sum
vectors = np.array([v for v in itertools.product(range(-2, 3), repeat=3)
                    if sum(v) % 2 == 0 and np.dot(v, v) <= 8], dtype=float)
assert len(vectors) == 55
differences = vectors[:, None, :] - vectors[None, :, :]
coupling = (np.abs(np.sum(differences**2, axis=2) - 2) < 1e-9).astype(float)

# Independent road 1: count states and search transitions on a 3D mesh
mesh_n = 48
axis = np.arange(mesh_n)
fractions = np.stack(np.meshgrid(
    (axis + 0.13) / mesh_n - 0.5, (axis + 0.29) / mesh_n - 0.5,
    (axis + 0.41) / mesh_n - 0.5, indexing="ij"), axis=-1).reshape(-1, 3)
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], dtype=float)
mesh_k = fractions @ primitive
folded = (np.sum(mesh_k**2, axis=1)[:, None] + 2 * mesh_k @ vectors.T
          + np.sum(vectors**2, axis=1)[None, :])
lowest = np.partition(folded, (0, 1), axis=1)[:, :2]
del folded
# One electron per cell and two spins: half as many orbitals as k points
ef_mesh = np.sort(lowest.ravel())[len(mesh_k) // 2]
occupied = lowest[:, 0] <= ef_mesh
assert np.all(lowest[:, 1] > ef_mesh)
threshold_mesh = np.min(lowest[occupied, 1] - lowest[occupied, 0])
# Tolerances reflect the finite mesh spacing
assert abs(ef_mesh / ef_free - 1) < 5e-3
assert abs(threshold_mesh / threshold_free - 1) < 0.05

# Directions in one of 48 equivalent wedges, proportional to (1, y, y*t)
nodes, node_weights = np.polynomial.legendre.leggauss(7)
nodes, node_weights = (nodes + 1) / 2, node_weights / 2
y, t = np.meshgrid(nodes, nodes, indexing="ij")
wy, wt = np.meshgrid(node_weights, node_weights, indexing="ij")
length = np.sqrt(1 + y**2 + (y * t) ** 2)
directions = np.stack([1 / length, y / length, y * t / length],
                      axis=-1).reshape(-1, 3)
solid_angle = (48 * wy * wt * y / length**3).ravel()
assert abs(solid_angle.sum() - 4 * np.pi) < 1e-5
# The [110] direction is added with zero weight, as a probe
n110 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
directions = np.vstack([directions, n110])
solid_angle = np.append(solid_angle, 0.0)


def solve_bands(k_points, u):
    """Plane-wave energies and eigenvectors at an array of k points."""
    waves = k_points[:, None, :] + vectors[None, :, :]
    matrix = np.repeat((u * coupling)[None, :, :], len(k_points), axis=0)
    index = np.arange(len(vectors))
    matrix[:, index, index] += np.sum(waves**2, axis=2)
    energies, states = np.linalg.eigh(matrix)
    return energies, states, waves


def threshold_with_potential(u):
    """Least vertical gap, with the Fermi surface at fixed volume."""
    radius = np.full(len(directions), kf)
    for _ in range(7):
        energies, states, waves = solve_bands(radius[:, None] * directions, u)
        e1 = energies[:, 0]
        along = np.einsum("kgi,ki->kg", waves, directions)
        slope = 2 * np.sum(states[:, :, 0] ** 2 * along, axis=1)

        def volume_error(mu):
            trial = radius + (mu - e1) / slope
            return np.dot(solid_angle, trial**3) / 3 - 1

        mu = brentq(volume_error, 0.0, 1.0, xtol=1e-14)
        radius = radius + (mu - e1) / slope
    energies = solve_bands(radius[:, None] * directions, u)[0]
    assert np.max(np.abs(energies[:, 0] - mu)) < 1e-9
    assert np.min(energies[:, 1]) > mu
    gaps = energies[:, 1] - energies[:, 0]
    inner = solve_bands(0.9 * radius[:, None] * directions, u)[0]
    assert np.argmin(gaps) == len(gaps) - 1
    assert np.min(inner[:, 1] - inner[:, 0]) > gaps[-1]
    return gaps[-1]


# Independent road 2: diagonalization in the limit of weak potential
threshold_zero = threshold_with_potential(0.0)
assert abs(threshold_zero - threshold_free) < 1e-5
assert abs(threshold_with_potential(0.001) - threshold_free) < 5e-5


def even_shift(u):
    """Threshold shift averaged over the two signs of the potential."""
    return (threshold_with_potential(u)
            + threshold_with_potential(-u)) / 2 - threshold_zero


shift_ratio = even_shift(0.01) / even_shift(0.005)
assert abs(shift_ratio - 4) < 0.1

# The momentum matrix element at threshold is G*u/gap for weak potential
u_weak = 0.001
_, states, waves = solve_bands((kf * n110)[None, :], u_weak)
element = abs(np.sum(states[0, :, 0] * states[0, :, 1] * (waves[0] @ n110)))
element_formula = G_short * u_weak / threshold_free
assert abs(element / element_formula - 1) < 0.02

# Fall of transition energy per rise of initial energy along [110]
step = 1e-4
near = solve_bands(np.array([(kf - step) * n110, (kf + step) * n110]), 0.0)[0]
near_gap = near[:, 1] - near[:, 0]
thermal_factor = -(near_gap[1] - near_gap[0]) / (near[1, 0] - near[0, 0])
assert abs(thermal_factor - g) < 1e-5

print(f"kF = {kf:.4f} (2 pi/a)")
print(f"Zone-face distance G/2 = {G_short / 2:.4f} (2 pi/a)")
print(f"kF/(G/2) = {2 / g:.4f}")
print(f"g = G/kF = {g:.4f}")
print(f"Threshold/E_F, formula = {ratio:.4f}")
print(f"Threshold/E_F, mesh search = {threshold_mesh / ef_mesh:.4f}")
print(f"Threshold/E_F, diagonalization = {threshold_zero / ef_free:.4f}")
g200 = 2 / kf
print(f"Threshold/E_F for a {{200}} vector = {g200**2 - 2 * g200:.4f}")
print(f"Even shift ratio on doubling U = {shift_ratio:.3f}")
print(f"Matrix element, numerical/formula = {element / element_formula:.4f}")

# Rough room-temperature cubic edges, and round values for corrections
edges_nm = {"Na": 0.43, "K": 0.53, "Rb": 0.57}
potential_ev = 0.20
temperature = 300.0
mass_factor = 1.10
edge_factor = 1.01
thermal_ev = const.k * temperature / const.e
print(f"Model potential |U| = {potential_ev:.2f} eV")
print(f"Temperature = {temperature:.0f} K")
print(f"Thermal energy kT = {thermal_ev:.4f} eV")
print(f"Thermal edge scale g kT = {thermal_factor * thermal_ev:.3f} eV")


def energy_unit_ev(edge_nm):
    """Energy (hbar**2/2m)*(2*pi/a)**2 in eV."""
    wave_number = 2 * np.pi / (edge_nm * 1e-9)
    return const.hbar**2 * wave_number**2 / (2 * const.m_e * const.e)


for metal, edge in edges_nm.items():
    unit = energy_unit_ev(edge)
    threshold = threshold_free * unit
    wavelength = const.h * const.c / (threshold * const.e) * 1e9
    u = potential_ev / unit
    shift_plus = (threshold_with_potential(u) - threshold_zero) * unit
    shift_minus = (threshold_with_potential(-u) - threshold_zero) * unit
    mass_shift = threshold / mass_factor - threshold
    edge_shift = threshold_free * energy_unit_ev(edge * edge_factor) - threshold
    photon_k = edge / wavelength
    photon_shift = 2 * photon_k * (G_short - kf) * unit
    print(f"{metal}: a = {edge:.2f} nm")
    print(f"{metal}: kF = {kf * 2 * np.pi / edge:.2f} 1/nm")
    print(f"{metal}: E_F = {ef_free * unit:.2f} eV")
    print(f"{metal}: threshold = {threshold:.2f} eV")
    print(f"{metal}: threshold wavelength = {wavelength:.0f} nm")
    print(f"{metal}: shift for U > 0 = {shift_plus:+.3f} eV")
    print(f"{metal}: shift for U < 0 = {shift_minus:+.3f} eV")
    print(f"{metal}: shift for mass +10% = {mass_shift:+.3f} eV")
    print(f"{metal}: shift for a +1% = {edge_shift:+.3f} eV")
    print(f"{metal}: largest photon-momentum shift = {photon_shift:.4f} eV")

print("OK")
```

It prints:

```
kF = 0.6204 (2 pi/a)
Zone-face distance G/2 = 0.7071 (2 pi/a)
kF/(G/2) = 0.8773
g = G/kF = 2.2797
Threshold/E_F, formula = 0.6376
Threshold/E_F, mesh search = 0.6453
Threshold/E_F, diagonalization = 0.6376
Threshold/E_F for a {200} vector = 3.9461
Even shift ratio on doubling U = 4.011
Matrix element, numerical/formula = 0.9959
Model potential |U| = 0.20 eV
Temperature = 300 K
Thermal energy kT = 0.0259 eV
Thermal edge scale g kT = 0.059 eV
Na: a = 0.43 nm
Na: kF = 9.06 1/nm
Na: E_F = 3.13 eV
Na: threshold = 2.00 eV
Na: threshold wavelength = 621 nm
Na: shift for U > 0 = +0.020 eV
Na: shift for U < 0 = +0.031 eV
Na: shift for mass +10% = -0.181 eV
Na: shift for a +1% = -0.039 eV
Na: largest photon-momentum shift = 0.0089 eV
K: a = 0.53 nm
K: kF = 7.35 1/nm
K: E_F = 2.06 eV
K: threshold = 1.31 eV
K: threshold wavelength = 944 nm
K: shift for U > 0 = +0.026 eV
K: shift for U < 0 = +0.053 eV
K: shift for mass +10% = -0.119 eV
K: shift for a +1% = -0.026 eV
K: largest photon-momentum shift = 0.0048 eV
Rb: a = 0.57 nm
Rb: kF = 6.84 1/nm
Rb: E_F = 1.78 eV
Rb: threshold = 1.14 eV
Rb: threshold wavelength = 1091 nm
Rb: shift for U > 0 = +0.029 eV
Rb: shift for U < 0 = +0.065 eV
Rb: shift for mass +10% = -0.103 eV
Rb: shift for a +1% = -0.022 eV
Rb: largest photon-momentum shift = 0.0038 eV
OK
```
